# The 70.53° mask for vertical (111) walls on (110) silicon

## The number to be explained

A groove is to be etched into a (110) silicon wafer, 1000 µm long, 50 µm wide and 100 µm deep, with vertical walls. The short sides of its mask window must be drawn 53.03 µm long, not 50 µm, because they meet the long sides at 70.53° and 109.47° instead of at right angles. Even then, in the ideal model described below, the flat floor touches each long wall over 706.6 µm, not 1000 µm. Both results follow from the directions of the {111} planes.

## Conventions and assumptions

Miller indices refer to the cubic axes of silicon. In a cubic crystal the direction $[hkl]$ is normal to the plane $(hkl)$, so angles between planes can be found from scalar products of their indices. The outward surface normal is $\mathbf s=[110]$. A wall is called vertical if it contains $\mathbf s$. The trace of a plane is the line in which it cuts the surface.

The ideal model assumes that:

- the surface is exactly (110);
- the mask does not etch;
- {111} planes do not etch, while all other orientations do, and none of these is slow enough to form a facet between the floor and the {111} planes;
- the window is a single convex opening, so that no convex silicon corner is exposed to the etchant.

The sections on a rotated mask, a miscut wafer and a finite (111) etch rate allow for a misaligned mask and relax the first and third assumptions.

## Which {111} planes are vertical

Apart from an overall sign there are four {111} normals. A plane is vertical if its normal $\mathbf n$ is perpendicular to $\mathbf s$. The four scalar products are

$$(1,1,1)\cdot(1,1,0)=2,\qquad (1,1,\bar1)\cdot(1,1,0)=2,$$

$$(1,\bar1,1)\cdot(1,1,0)=0,\qquad (1,\bar1,\bar1)\cdot(1,1,0)=0 .$$

Two families are therefore vertical, with normals

$$\mathbf n_1=(1,\bar1,1),\qquad \mathbf n_2=(1,\bar1,\bar1).$$

The other two are inclined. They cannot be left out of the design, since they appear at the ends of the groove.

## The mask angle

A trace lies both in the wall and in the surface. It is perpendicular to both normals, and so it is parallel to their vector product:

$$\mathbf t_1=\mathbf n_1\times\mathbf s=\big((-1)(0)-(1)(1),\ (1)(1)-(1)(0),\ (1)(1)-(-1)(1)\big)=[\bar112],$$

$$\mathbf t_2=\mathbf n_2\times\mathbf s=\big((-1)(0)-(-1)(1),\ (-1)(1)-(1)(0),\ (1)(1)-(-1)(1)\big)=[1\bar12].$$

Each has length $\sqrt{1+1+4}=\sqrt6$. The angle $\alpha$ between them obeys

$$\cos\alpha=\frac{\mathbf t_1\cdot\mathbf t_2}{\sqrt6\,\sqrt6}=\frac{-1-1+4}{6}=\frac13,\qquad \alpha=70.53^\circ .$$

Two pairs of parallel lines along these directions enclose a parallelogram. Neighbouring corners of a parallelogram add up to 180°, so the other corner angle is 109.47°.

The same angle is found between the wall normals, since $\mathbf n_1\cdot\mathbf n_2/3=(1+1-1)/3=1/3$. The vector product with $\mathbf s$ turns every vector in the surface by 90° in the same sense, and a common rotation does not change the angle between two vectors. The lattice constant has cancelled. Uniform thermal expansion, which multiplies all lengths by one factor, leaves the angle unchanged.

For the layout one also needs

$$\sin\alpha=\sqrt{1-\tfrac19}=\frac{2\sqrt2}{3}.$$

Let $a$ and $b$ be the long and short sides, and $w$ the perpendicular distance between the long sides. The component of the short side across the groove is $b\sin\alpha$, and therefore

$$w=b\sin\alpha,\qquad b=\frac{w}{\sin\alpha}=\frac{3w}{2\sqrt2}.$$

For $w=50$ µm this gives the 53.03 µm quoted at the start.

## The handedness of the parallelogram

The angle alone does not fix the mask, because a parallelogram and its mirror image have the same corner angles. The sense of rotation from $\mathbf t_1$ to $\mathbf t_2$ follows from

$$\mathbf t_1\times\mathbf t_2=(4,4,0),\qquad (\mathbf t_1\times\mathbf t_2)\cdot\mathbf s=8>0 .$$

Seen from outside the wafer, $\mathbf t_2$ thus lies 70.53° counterclockwise from $\mathbf t_1$. If the long side runs along $[\bar112]$, take $x$ along it and $y$ at 90° counterclockwise. Since $b\cos\alpha=b/3$, the corners are

$$(0,0),\quad (a,0),\quad (a+b/3,\,w),\quad (b/3,\,w).$$

If the long side runs along $[1\bar12]$, the mirror image is needed. With the wrong version the long edges are still aligned, but the short edges miss the nearest trace of a vertical {111} plane by $109.47^\circ-70.53^\circ=38.94^\circ$.

## Why the edges must follow the traces

The geometry says where vertical {111} walls can lie. That etching leads to them is a matter of kinetics, which a simple atomic model makes visible. Silicon consists of two interpenetrating face-centred cubic sublattices. Take one of them, in which each atom has twelve nearest sublattice neighbours in the directions $\langle110\rangle$. At a flat face with normal $\mathbf n$, the missing neighbours are those whose direction $\mathbf v$ satisfies $\mathbf v\cdot\mathbf n>0$. Counting them gives

- three on (111), in the directions (110), (101) and (011);
- four on (100), in the directions (110), $(1\bar10)$, (101) and $(10\bar1)$;
- five on (110), in the directions (110), (101), $(10\bar1)$, (011) and $(01\bar1)$.

Let an atom be removed when at least four of its neighbours are missing. Flat {111} faces then stand, while (100) and (110) faces dissolve. This rule stands for the assumed contrast in etch rates; it is not a theory of the chemistry.

The rule sets a limit to the hole. Place a {111} plane so that the whole opening lies on one side of it. An atom beyond the plane can have empty neighbours on the open side alone, and at most three of its neighbours lie there. It stays. Since this holds at every stage, the hole never crosses the plane. If the window edges follow $\mathbf t_1$ and $\mathbf t_2$, vertical {111} planes can be placed along all four edges, and the mask is not undercut.

An edge that follows no {111} trace, vertical or inclined, gives a wall made of {111} terraces and steps. An atom on a straight step lacks the three neighbours outside its terrace and at least two of the six within its own layer. Away from the mask it lacks five or more and is removed. Directly under the mask some of these neighbours are mask sites, which count as occupied, and an atom there leaves once four of the others are gone. The steps run back, and the wall recedes beneath the mask towards the {111} plane that touches the outermost part of the window.

Three windows were followed numerically by applying the removal rule repeatedly until no more atoms left. Lengths are in units of half the cubic lattice constant.

- A circular window of radius 16 developed straight walls under the mask. The two vertical wall directions, read from the outline of the hole in the top atomic layer, differed by 70.53°. No wall direction had been prescribed.
- An aligned parallelogram with sides $40\sqrt{3/2}$ and $16\sqrt{3/2}$ lost no atoms from under the mask.
- A rectangle of 36 by 20, with its long side along $[\bar112]$, lost atoms under the mask in the top layer amounting to 5.5% of those in the window.

The percentage belongs to that small rectangle and should not be scaled to a device. What carries over is the cause: the short edges of the rectangle are $90^\circ-70.53^\circ=19.47^\circ$ away from a trace.

## The inclined planes at the ends

The planes (111) and $(11\bar1)$ make an angle $\theta$ with the surface, equal to the angle between the normals:

$$\cos\theta=\frac{2}{\sqrt3\,\sqrt2}=\sqrt{\frac23},\qquad \sin\theta=\frac1{\sqrt3},\qquad \tan\theta=\frac1{\sqrt2},\qquad \theta=35.26^\circ .$$

This is half the mask angle, since $\cos2\theta=2\cos^2\theta-1=1/3=\cos\alpha$. The trace of (111) is

$$(1,1,1)\times(1,1,0)=[\bar110],$$

and that of $(11\bar1)$ is parallel to it. Both are perpendicular to $[001]$, which also lies in the surface. The directions $\mathbf t_1$ and $\mathbf t_2$ each make an angle with $[001]$ whose cosine is $2/\sqrt6=\cos\theta$. The direction $[001]$ thus bisects the acute angle, and the acute corners are the two extreme points of the window along $[001]$.

By the argument of the last section, the hole cannot cross an inclined {111} plane that touches the window at such a corner. Each acute corner is therefore the top of a slope that descends into the groove at 35.26°. The vertical walls bound the groove sideways, but these two slopes belong to its final shape as well.

### Greatest depth

To go from one acute corner to the other, one follows a long side and then a short side. Both advance along $[001]$ by their length times $\cos\theta$, so the corners are $(a+b)\cos\theta$ apart in that direction. The slopes meet halfway, at the depth

$$h_{\max}=\frac{(a+b)\cos\theta}{2}\tan\theta=\frac{(a+b)\sin\theta}{2}=\frac{a+b}{2\sqrt3}.$$

The centre of the parallelogram lies on this halfway line, so the depth is reached inside the window. There the flat floor has disappeared and, in the ideal model, etching stops. For the example,

$$h_{\max}=\frac{1000+53.03}{2\sqrt3}\ \text{µm}=304\ \text{µm},$$

and the intended 100 µm is attainable.

The aligned parallelogram of the atomic model shows the same limit. Its layers are $1/\sqrt2$ apart in the units used there, so the formula gives

$$\frac{(40+16)\sqrt{3/2}}{2\sqrt3}\,\sqrt2=28\ \text{layers}.$$

The deepest atom removed lay 26 layers below the top layer. The difference comes from the discrete lattice. The limiting slopes touch the outermost empty sites in the mask opening, which begin one layer above the silicon. Number the layers upwards from zero at the top of the silicon, and measure $[001]$ from the centre. In layer 1 the outermost site is at 27. The slope falls by one layer per unit along $[001]$, so it reaches the centre 27 layers below layer 1, which is layer −26. In a groove many micrometres deep, an offset of two atomic layers has no importance.

### Length of the flat floor

Start at an acute corner and go a distance $\ell$ along the long wall. The advance along $[001]$ is $\ell\cos\theta$, and the slope lies at the depth $\ell\cos\theta\tan\theta=\ell/\sqrt3$. At depth $h$ the slope therefore occupies a length $\sqrt3\,h$ of this wall.

The other end of the same wall is an obtuse corner, separated from the second acute corner by the short side. The second slope first has to pass along $b$. It occupies $\sqrt3\,h-b$ of the long wall if this is positive, and nothing otherwise. The floor touches the long wall over

$$F=\begin{cases}a-\sqrt3\,h, & \sqrt3\,h\le b,\\[2pt] a+b-2\sqrt3\,h, & \sqrt3\,h> b,\end{cases}\qquad h\le h_{\max}.$$

The two forms agree at $\sqrt3\,h=b$, and the second vanishes at $h_{\max}$, as it should. Both rely on the assumption that no other facets form. If {100} planes etch more slowly than $1/\sqrt2$ times the (110) rate, they can cut off the floor at the obtuse corners, and in a shallow groove the contact is then somewhat shorter than the formula says. In the example below, with {100} at half the (110) rate, the end slopes already cover that part of the wall and the result is unchanged. Other facets act at any depth. The plane (311) contains the direction $[\bar112]$ of the long wall and makes an angle with the floor whose cosine is $4/\sqrt{22}=0.853$. If it etches more slowly than 0.853 times the (110) rate, it bevels the foot of the wall along its whole length, and the flat floor no longer touches the wall. Between the floor and the end slopes, {221} and {331} facets shorten the floor if their rates are below $\sqrt2/3=0.471$ and $2\sqrt2/\sqrt{19}=0.649$ times the (110) rate. In the example $\sqrt3\,h=173.2$ µm exceeds $b=53.03$ µm, so the second form applies:

$$F=(1000+53.03-346.4)\ \text{µm}=706.6\ \text{µm}.$$

Measured along $[001]$, each slope runs for $h/\tan\theta=\sqrt2\,h=141.4$ µm. For $\sqrt3\,h>b$ the floor contact is shorter than the long side by $2\sqrt3\,h-b$, whatever the length $a$, so short deep grooves suffer most. A rhombus with $a=b$ has $h_{\max}=b/\sqrt3$. With the same width of 50 µm this is $53.03/\sqrt3=30.6$ µm, and a depth of 100 µm could not be reached. In the opposite limit, $a\gg h$ and $a\gg b$, the slopes take a small fraction of the length, and the groove is close to a trench with a rectangular cross-section.

## Effect of a rotated mask

Let the drawn parallelogram have the correct angles but be rotated by a small angle $\delta$ from the crystal traces. If etching lasts long enough, the long walls end as the {111} planes that touch the rotated window. Their separation is the extent of the window along the wall normal. For a parallelogram this extent is the sum of the magnitudes of the two side projections. The long side contributes $a\sin\delta$. The short side contributes $b\sin(\alpha+\delta)$ or $b\sin(\alpha-\delta)$, depending on the sense of rotation. The first is larger for small $\delta$, because $\alpha<90^\circ$. In the worse case

$$w'=a\sin\delta+b\sin(\alpha+\delta).$$

To first order, with $\delta$ in radians and $\cos\alpha=1/3$,

$$w'-w\approx\delta\left(a+\frac b3\right).$$

For $\delta=0.1^\circ$ the limiting width is 51.78 µm, a widening of 1.78 µm or 3.6% of the drawn width. Nearly all of it comes from the long side, so at fixed $\delta$ this limit grows nearly in proportion to the length.

The limit is reached only when the atomic steps on the long walls have run along their whole length. Each long edge departs from its touching plane in proportion to the distance from the corner where they meet, and the steps run away from that corner. If etching stops when they have run a distance $r<a/2$, each wall has receded by about $r\sin\delta$ in the middle of the groove. The widening there is about $2r\delta$, whatever the length $a$. With $r=200$ µm, for instance, it is 0.7 µm. For a groove stopped at a chosen depth, 1.78 µm is therefore an upper bound.

## Effect of a miscut wafer

Let the true surface normal be tilted by $\varepsilon$ towards a unit vector $\mathbf e$ in the nominal surface:

$$\mathbf s'=\mathbf s_0\cos\varepsilon+\mathbf e\sin\varepsilon,\qquad \mathbf s_0=\frac{\mathbf s}{\sqrt2}.$$

With unit wall normals $\hat{\mathbf n}_i=\mathbf n_i/\sqrt3$, and since $\hat{\mathbf n}_i\cdot\mathbf s_0=0$,

$$c_i=\hat{\mathbf n}_i\cdot\mathbf s'=(\hat{\mathbf n}_i\cdot\mathbf e)\sin\varepsilon .$$

The wall leans from the new surface normal by $\arcsin|c_i|$, which is at most $\varepsilon$. The new traces are $\hat{\mathbf n}_i\times\mathbf s'$. Their scalar product is $\hat{\mathbf n}_1\cdot\hat{\mathbf n}_2-c_1c_2$ and their lengths are $\sqrt{1-c_i^2}$, so

$$\cos\alpha'=\frac{\tfrac13-c_1c_2}{\sqrt{(1-c_1^2)(1-c_2^2)}} .$$

Each $c_i$ is of first order in $\varepsilon$ and enters here in products of two. The mask angle thus changes in second order, while the lean is of first order.

For $\varepsilon=0.5^\circ$ the largest change of the trace angle, found by scanning the tilt direction in steps of 0.5°, is 0.002°. Halving the miscut divides it by four. No correction of the mask angle is needed. The lean of up to 0.5°, however, shifts the foot of a wall sideways by up to $100\tan0.5^\circ=0.87$ µm over the depth. Opposite walls are parallel planes and lean the same way, so the groove slants without becoming narrower towards the floor. The end slopes also change in first order, since their angle to the surface changes by up to $\varepsilon$. For 0.5° each end of the floor contact moves by up to about 3.5 µm along the wall; the two shifts largely cancel, and $F$ changes by up to about 1 µm.

## Effect of a finite (111) etch rate

Let $S$ be the ratio of the (110) to the (111) etch rate. Reaching the depth $h$ takes the time $h/R_{110}$. During this time a {111} wall exposed from the start retreats by

$$u=R_{111}\frac{h}{R_{110}}=\frac hS .$$

A wall that remains a {111} plane retreats by this amount over its whole height. As it moves back, the floor widens with it, so the newly exposed part of the wall lies in the same plane. This assumes that atomic steps on the wall run down fast enough to keep up with the floor. With $R_{110}=100$ µm/h and $S=100$, etching takes 1 h and $u=1$ µm. Two opposite walls together widen the groove by 2 µm, or 4% of the drawn width. If $S$ is known for the bath in use, the drawn width can be reduced by $2h/S$ beforehand.

## The model beside a real etch

The rates are round values in the rough regime of silicon etched in hot, concentrated potassium hydroxide solution. There the (110) rate can be of the order of 100 µm/h, and a rate ratio near 100 is a reasonable rough figure. The ratio depends on concentration, temperature and alignment, and should be measured for the actual bath. Whether {100}, {311}, {221} or {331} planes etch slowly enough to form additional facets must also be checked for that bath. In potassium hydroxide the rates of the last three lie close to the bounds given above, on one side or the other depending on concentration, so the floor contact of 706.6 µm holds only in a bath that stays above them. Such a process plainly breaks the assumption that {111} planes do not etch. At the chosen ratio this moves the width by up to 2 µm; at half the ratio, with the depth unchanged, by up to 4 µm. The mask rotation of 0.1° and the miscut of 0.5° are likewise chosen values. The rotation widens the groove by at most 1.78 µm, and the miscut shifts the foot of a wall by up to 0.87 µm without changing the width.

## Layout procedure

For a closed convex window on (110) silicon, in an etchant for which {111} is by far the slowest orientation:

1. Locate one vertical {111} trace on the wafer and establish whether it is $[\bar112]$ or $[1\bar12]$, since this decides the handedness.
2. Choose the width $w$ and depth $h$, and set $b=1.061\,w$.
3. For a required floor contact $F$ along the long walls, set $a=F+2\sqrt3\,h-b$ if $\sqrt3\,h>b$, and $a=F+\sqrt3\,h$ otherwise. These formulas assume that no other facets form. In a shallow groove, allow extra length if {100} facets form in the bath used, and at any depth if {221} or {331} facets do. If {311} facets form, the floor is narrower than $w$ and does not touch the long walls.
4. Draw the corners at 70.53° and 109.47°, with the long side along the located trace.
5. Estimate the widening $2h/S$ caused by etching of the walls. It can be subtracted from the drawn width, after which $b$ and $a$ must be recalculated. The widening by misalignment, up to about $\delta(a+b/3)$, depends on an error that is not known beforehand and belongs in the tolerance.

The procedure does not cover islands, branched openings or windows with re-entrant corners. These expose convex silicon corners, where faster planes can start, and the touching-plane construction then no longer gives the final shape.
